Can a simultaneous impact on two spheres be split into binary collisions?

**Question**

I am learning how ion implantation is simulated. Many codes follow a moving atom through a series of two-body collisions. I assumed that this loses nothing: if an atom meets two others at once, I can let it hit one first and the other immediately afterwards.

To check, I took three identical, smooth, elastic hard spheres. Two are at rest and touch each other. The third comes in along their symmetry axis and meets both together. Treating this as two quick collisions gives a sideways recoil whose direction depends on which sphere I choose to hit first. That can't be right for a symmetric arrangement. Should I average the two answers? And does any of this matter for real atoms?

**Answer**

Averaging does not help. The symmetric impact has its own outcome, which neither ordering contains. It is best to see first what the conservation laws leave open.

**What the conservation laws allow**

Let the striker move along +x with speed v, and measure all velocities in units of v. Each sphere has diameter D. At contact the three centres form an equilateral triangle, so the lines from the striker to the upper and lower targets are

n1 = (√3/2, 1/2), n2 = (√3/2, −1/2).

Smooth spheres push each other only along these lines. The targets therefore leave with velocities j1 n1 and j2 n2, where j1 and j2 are not negative. They move apart, so they exert no force on each other. Since the masses are equal, momentum conservation gives the striker's final velocity:

w = x − j1 n1 − j2 n2,

where x is the unit vector along the incoming path. To use energy conservation we need |w|². The products are x·n1 = x·n2 = √3/2 and n1·n2 = 3/4 − 1/4 = 1/2, so

|w|² = 1 − √3 (j1 + j2) + j1² + j2² + j1 j2.

The total kinetic energy, in units of the initial one, is |w|² + j1² + j2² = 1. Inserting |w|², cancelling the 1 and dividing by 2 leaves

j1² + j2² + j1 j2/2 = (√3/2)(j1 + j2).

This is one equation for two unknowns. It describes a curve of possible outcomes. Something beyond energy and momentum must select the point on it.

**The symmetric impact**

If both contacts start together and obey the same force law, nothing distinguishes up from down, so j1 = j2 = j. The curve then gives

(5/2) j² = √3 j.

The root j = 0 means that no collision took place. The other root is

j = 2√3/5 ≈ 0.693.

The sideways parts of the two impulses cancel, and along x the striker has

w = 1 − 2 (√3/2)(2√3/5) = 1 − 6/5 = −1/5.

It goes straight back at one fifth of its initial speed. It keeps 1/25 of the energy, and each target takes 12/25.

**One target first**

Now let the upper target be hit first. Two equal masses in a smooth elastic collision exchange their velocity components along the line of centres. The striker's component along n1 is √3/2, so j1 = √3/2 and the striker is left with

x − (√3/2) n1 = (1 − 3/4, −√3/4) = (1/4, −√3/4).

It is now heading towards the lower target. If the delay is very short, the geometry has not changed, and the component along n2 is

(1/4)(√3/2) + (√3/4)(1/2) = √3/8 + √3/8 = √3/4.

This component passes to the lower target, so j2 = √3/4 and

w = (1/4, −√3/4) − (√3/4)(√3/2, −1/2) = (−1/8, −√3/8).

Is there a third collision? The striker's final component along n1 is −√3/16 − √3/16 = −√3/8, while the upper target moves along n1 at +√3/2, so these two separate. Along n2 the striker has zero and the lower target √3/4, so these separate too. The targets also move away from each other, and the sequence is over.

The striker's speed is √(1/64 + 3/64) = 1/4. Its path makes an angle of 60° with the straight-back direction. The energy shares of striker, upper and lower target are 1/16, 3/4 and 3/16. Hitting the lower target first gives the mirror image.

The average of the two final velocities is (−1/8, 0), which is not (−1/5, 0). Another tempting repair is to compute each collision as if the other target were absent, and then add both kicks. Each kick has size √3/2, so the striker would end with 1 − 2(3/4) = −1/2. The energy would be 1/4 + 3/4 + 3/4 = 7/4 of what was supplied. Each kick was calculated for the full incoming velocity, although the other contact is changing that velocity at the same time.

**When the order does not matter**

The size of the discrepancy depends on the angle between the two lines of centres. Move the targets apart symmetrically, so that each line makes an angle α with x, and write c = cos α. For simultaneous contact w = 1 − 2cj, and energy conservation reads

(1 − 2cj)² + 2j² = 1, so j = 2c/(1 + 2c²).

In a sequence of two collisions (for α above about 64° the striker then hits the first target again) the first target receives j1 = c. The striker's remaining component along the second line is c − c (n1·n2), so

j2 = c (1 − n1·n2), with n1·n2 = cos 2α.

At α = 45° the lines are perpendicular and n1·n2 = 0. Then j1 = j2 = c = 1/√2. The simultaneous formula gives 2c/(1 + 1) = c as well. Every description agrees, and the striker stops. A kick along one line does not change the velocity component along the other, so the order is irrelevant. For touching targets n1·n2 = 1/2, and the first kick halves what is available for the second.

So some simultaneous impacts can be split into binary ones. Yours cannot.

**How simultaneous is simultaneous?**

Suppose the striker's path is displaced upwards by a small distance b. For ideal hard spheres each contact takes no time, so any nonzero b, however small, gives a sequence. The symmetric result is then an isolated point: the outcomes for b approaching zero from above and from below are the two sequences, and neither tends to −1/5.

Real contacts last for a finite time τ, and this removes the jump. When the striker, at horizontal distance X from the targets, touches the upper one, X² + (D/2 − b)² = D². Its squared distance from the lower centre is

X² + (D/2 + b)² = D² + 2Db.

For b much smaller than D, that distance is D + b, so a gap b remains at the lower sphere.

While the first contact lasts, the striker's velocity is x − j(t) n1, where j(t) grows from 0 to √3/2. Its component along n2 is √3/2 − j(t)/2. An elastic contact pushes equally while compressing and while recovering, so the time average of j is half its final value, √3/4. The mean closing speed is therefore

√3/2 − √3/8 = 3√3/8,

in units of v. The first contact ends before the second begins if

b > b_c = (3√3/8) v τ.

For smaller b the contacts overlap in time, and the outcome depends on the force law. At b = 0 it does not, provided the compression is tiny compared with D: symmetry and the conservation laws then fix the result.

**Steel balls: a micrometre decides**

Take balls of diameter 10 mm at v = 0.1 m/s, sliding without spin. They are of hardened steel, since a soft steel would yield at the contact even at this speed. Rough values for steel are Young's modulus E = 210 GPa, Poisson ratio ν = 0.3 and density ρ = 7800 kg/m³. For elastic spheres the Hertz contact force is F = k δ^(3/2), where δ is the compression. For equal spheres k = (2/3) E* √D, with E* = E/[2(1 − ν²)] ≈ 115 GPa.

In the first contact the closing speed is v_n = (√3/2) v = 0.0866 m/s. The relative motion has the reduced mass m/2, so at greatest compression δ1

(1/2)(m/2) v_n² = (2/5) k δ1^(5/2).

With m = πρD³/6 this becomes

δ1 = D [(5π/32) ρ v_n²/E*]^(2/5) ≈ 1.44 μm.

The same energy balance at a general compression gives the speed v_n √(1 − (δ/δ1)^(5/2)). Integrating dt = dδ/speed over compression and recovery yields

τ = 2 (δ1/v_n) ∫₀¹ ds/√(1 − s^(5/2)) ≈ 2 × 1.47 × 1.44 μm/(0.0866 μm/μs) ≈ 49 μs.

Hence b_c = 0.650 × 0.1 μm/μs × 48.9 μs ≈ 3.2 μm. Trajectories of all three balls with this contact force give, for the striker's velocity in units of v:

b = 0: (−0.200, 0.000)
b = 0.3 μm: (−0.197, −0.041)
b = 1 μm: (−0.174, −0.130)
b = 3 μm: (−0.125, −0.216)
b = 10 μm: (−0.125, −0.216)

The passage from one result to the other is continuous. At 3 μm the contacts still overlap slightly, yet to the digits shown the outcome already equals that at 10 μm, where they are separate. By then the first contact is nearly over, and its remaining force is weak.

The force law matters in between. At b = 0.3 μm, with the head-on compression held fixed, a force linear in δ gives (−0.198, −0.035), and a cubic one gives (−0.194, −0.061).

Set beside real balls, the rebound speeds of 20 mm/s (simultaneous) and 25 mm/s (successive) are model values just after impact. Real contacts lose energy. If the separation speed along each line is e times the approach speed, the symmetric case obeys

w + √3 j = 1, j − (√3/2) w = (√3/2) e.

Substituting j from the second equation into the first gives w = (1 − 3e/2)/(5/2). For e = 0.95, a rough value, w = −0.17 instead of −0.20.

Friction between the balls acts too. With a friction coefficient μ, the friction impulse at each contact is at most μj, and its component along x is half of that. For a rough μ = 0.1, and j held at its frictionless value, the two contacts together can shift w by no more than μj ≈ 0.07. The actual shift is smaller: the striker slows down while friction sets the targets spinning, so the sliding, and with it the friction, reverses before the contact ends. Losses slow both outcomes. With e = 0.95 applied to each collision in turn, the sequence gives a rebound speed of 0.23, against 0.17 for the symmetric impact, and at e ≈ 0.86 the sequence gives 0.20, the ideal symmetric value. Unless e is known, speed alone is therefore a poor test. Direction is a better one: symmetric losses cannot push the striker sideways, whereas the ideal sequence sends it off at 60°. The Hertz law also assumes slow loading. This is reasonable here, since an elastic wave crosses a ball in about 2 μs, much less than τ.

**Silicon atoms: soft, and often in contact with both**

The value 1/5 should not be carried over to implantation. Atoms repel through a smooth potential V(r), and their effective size shrinks with energy. In a head-on collision with an equal atom at rest, half the kinetic energy E belongs to the relative motion, so the closest distance satisfies V(r) = E/2. With the ZBL repulsive potential, silicon atoms act as spheres as large as the bond length, 0.235 nm, at E ≈ 2 eV. At that energy chemical bonding cannot be ignored. A faster recoil sees smaller atoms with a gap between them.

The question of simultaneity survives, though. Let a silicon recoil fly midway between two silicon neighbours one bond length apart, perpendicular to the line joining them. I compare a trajectory in which both neighbours act together with two complete binary collisions, upper atom first. The second collision starts from the straight line on which the recoil leaves the first. The potential, initial energy and initial atomic positions are the same. Forces between the two neighbours, bonding and all other atoms are left out.

The energies passed to the upper and lower atoms are:

E = 100 eV: together 21.5 and 21.5 eV; successive 10.4 and 17.8 eV
E = 300 eV: together 11.3 and 11.3 eV; successive 7.7 and 9.4 eV
E = 1 keV: together 3.99 and 3.99 eV; successive 3.47 and 3.58 eV
E = 10 keV: together 0.426 and 0.426 eV; successive 0.420 and 0.420 eV

At 100 eV the recoil does not bounce back. It continues forward with 57 eV, or with 72 eV in the successive treatment, which also deflects it sideways. The largest error in an atom's share, relative to the simultaneous result, is 52% at 100 eV, 13% at 1 keV and 1.5% at 10 keV.

The fall with energy can be understood from a fast passage. To leading order the recoil follows a straight line at constant speed v. Each neighbour receives a sideways momentum

Δp = (1/v) ∫ F⊥ dx,

where F⊥ is the force perpendicular to the path. This integral does not depend on whether the other neighbour is present, so both treatments agree. Corrections arise because the atoms move during the passage. Over an interaction length L the time is L/v, and the displacement is of order (F/m)(L/v)², which is proportional to 1/E. Changes in the recoil's speed are also of relative order V/E. The error should therefore fall roughly tenfold per decade at high energy; between 1 and 10 keV it falls by a factor of 8.6.

At low energy the difference could change what one concludes about damage. A rough energy for displacing a silicon atom from its site is 15 eV. Taken as a sharp threshold at 100 eV, it would count two displaced atoms in the simultaneous case and one in the successive case. This is an illustration, not a prediction of defects: the threshold depends on direction, and the bonds it represents are missing from the trajectories. The energies also depend on the potential. With the stiffer Molière potential (Firsov screening length) the 100 eV transfers become 38.5 and 38.5 eV together, and 17.9 and 34.6 eV successive. The relative error stays near 50%, but both treatments would then count two displaced atoms.

Two other neglected effects are smaller than the discrepancy at 100 eV. Moving the path by 0.008 nm, roughly the size of a thermal displacement at room temperature, changes the simultaneous transfers to 24.1 and 19.6 eV. An estimate of the energy lost to electrons, for a stopping force proportional to velocity, is about 2 eV over one bond length. Unlike the steel balls, then, the atoms do not need perfect aim for the simultaneous character to matter. Their interactions overlap because the potential is soft and the neighbours are close.

For your simulations, successive binary collisions are justified when one interaction is over before the next begins, or when the atoms move so little during the passage that each force is almost unchanged by the other collision. Insensitivity to the order is not enough to show this: at 1 keV swapping the order changes an atom's share by 3%, while the error is 13%. A slow recoil passing between close neighbours can violate both conditions, and there the equations of motion for all the atoms involved should be solved together. The numerical output below gives the full set of values.

Computed values

```
HARD SPHERES (velocities / v, energies / initial energy)
simultaneous: striker vx = -0.2000, target speed = 0.6928
  energy shares: 0.0400, 0.4800, 0.4800
upper first: striker (-0.1250, -0.2165), speed 0.2500
  shares striker, upper, lower: 0.0625, 0.7500, 0.1875
lower first: striker (-0.1250, 0.2165), speed 0.2500
  shares striker, upper, lower: 0.0625, 0.1875, 0.7500
mean of both orders: striker vx = -0.1250
added kicks: vx = -0.5000, total energy = 1.7500
STEEL BALLS
diameter 10 mm, speed 0.1 m/s
rough inputs: E = 210 GPa, Poisson ratio 0.3, density 7800 kg/m3
rebound speed: simultaneous 20.0 mm/s, successive 25.0 mm/s
first contact: compression 1.44 um, tau 48.9 us
offset for separate contacts b_c = 3.18 um
  b =  0.0 um: striker/v = (-0.2000, 0.0000), speed/v = 0.2000
  b =  0.1 um: striker/v = (-0.1997, -0.0138), speed/v = 0.2001
  b =  0.3 um: striker/v = (-0.1974, -0.0413), speed/v = 0.2017
  b =  1.0 um: striker/v = (-0.1742, -0.1295), speed/v = 0.2171
  b =  3.0 um: striker/v = (-0.1250, -0.2164), speed/v = 0.2499
  b = 10.0 um: striker/v = (-0.1250, -0.2164), speed/v = 0.2499
b = 0.3 um, linear force: (-0.1981, -0.0347)
b = 0.3 um, cubic force:  (-0.1944, -0.0609)
restitution 0.95 (rough): simultaneous vx/v = -0.1700
friction 0.1 (rough): shift of vx/v up to about 0.069
elastic wave crosses a ball in 1.9 us
SILICON RECOIL MIDWAY BETWEEN TWO NEIGHBOURS (ZBL)
neighbour distance 0.2351 nm
recoil energy at which atoms act as touching: 2.05 eV
E = 100 eV, energies of recoil, upper, lower in eV:
  together:   57.10, 21.451, 21.451; vx/v = 0.7556, vy/v = 0.0000
  successive: 71.80, 10.385, 17.814; vx/v = 0.8398, vy/v = 0.1132
  largest relative difference in transfer: 51.59 %
E = 300 eV, energies of recoil, upper, lower in eV:
  together:   277.40, 11.299, 11.299; vx/v = 0.9616, vy/v = 0.0000
  successive: 282.94, 7.694, 9.367; vx/v = 0.9710, vy/v = 0.0186
  largest relative difference in transfer: 31.90 %
E = 1000 eV, energies of recoil, upper, lower in eV:
  together:   992.02, 3.992, 3.992; vx/v = 0.9960, vy/v = 0.0000
  successive: 992.95, 3.471, 3.583; vx/v = 0.9965, vy/v = 0.0010
  largest relative difference in transfer: 13.05 %
E = 10000 eV, energies of recoil, upper, lower in eV:
  together:   9999.15, 0.426, 0.426; vx/v = 1.0000, vy/v = 0.0000
  successive: 9999.16, 0.420, 0.420; vx/v = 1.0000, vy/v = 0.0000
  largest relative difference in transfer: 1.51 %
100 eV, upper transfer by scattering integral: 10.385 eV
100 eV, together, path 0.008 nm off axis: 56.28, 24.09, 19.63 eV
100 eV, electronic loss over one bond length: 2.07 eV
displacement threshold (rough input): 15 eV
```
